# Equal intraband and interband Gilbert damping in a two-band ferromagnet

## Problem

A two-dimensional ferromagnet is half-metallic: one spin channel is partly filled and its spin is locked to the magnetization direction $\mathbf m$, while the other channel is empty. The carriers occupy a $p_x,p_y$ doublet whose two bands have the same parabolic dispersion $\varepsilon_k$, split by a crystal field $\delta>0$. The spin-orbit coupling is $\xi\,\mathbf L\cdot\mathbf S$ with $\xi>0$, and $\mathbf m$ makes an angle $\theta$ with the normal $z$.

Every level has a Lorentzian spectral function of half-width $\Gamma$,
$$A_n(E)=\frac1\pi\frac{\Gamma}{(E-E_n)^2+\Gamma^2},$$
so its population decays at the rate $2\Gamma$. Hartree atomic units are used, with $\hbar=1$. The Fermi energy $E_F$, measured from the mean of the two band bottoms, is much larger than $\Gamma$ and the band splitting.

(a) Find the intraband and interband parts of the damping in the torque-correlation model, without vertex corrections.

(b) At which $\Gamma$ are they equal, and does such a $\Gamma$ always exist?

(c) Evaluate the result for $\delta=0.010$, $\xi=0.004$, $E_F=0.2$ hartree and $\theta=60^\circ$. These are round model parameters, not those of a particular material: keeping the other channel empty requires an exchange splitting above $E_F$ plus half the band splitting, here 5.6 eV, which is more than common ferromagnets have, and with broadened levels the margin above this value must also be large compared with $\Gamma$. The common dispersion is an idealization too: real $p_x,p_y$ bands have direction-dependent masses, and a mass difference of $\delta/E_F=5\%$ already splits the bands at the Fermi level by as much as $\delta$, beyond which the results below do not apply.

## Hints

1. Within the doublet only $L_z$ has matrix elements. Project the spin-orbit coupling on the locked spin; the torque is the $\theta$-derivative of the result.
2. Let $\theta$ oscillate slowly, compute the absorbed power, and compare it with the loss in the Landau–Lifshitz–Gilbert equation.
3. The square of a Pauli matrix is 1. This gives the interband element from the intraband one.
4. The convolution of two Lorentzians is a Lorentzian whose width is the sum of the widths.
5. For (b), study the ratio of the two parts over the whole range of $\Gamma$, not just at small $\Gamma$.

## Solution

### The torque

Let $\tau_i$ be Pauli matrices in the basis $(p_x,p_y)$. Since $L_zp_x=ip_y$ and $L_zp_y=-ip_x$, we have $L_z=\tau_y$. The operators $L_x$ and $L_y$ lead to $p_z$, which is outside the model. Hence $H_{so}=\xi\tau_yS_z$. A spin locked along $\mathbf m$ has $\langle S_z\rangle=\tfrac12\cos\theta$, so
$$H=\varepsilon_k+h,\qquad h=\tfrac{\delta}{2}\tau_z+\tfrac{\xi}{2}\cos\theta\,\tau_y .$$

In a frame that turns with $\mathbf m$ about $y$, the exchange field is fixed and $H_{so}$ rotates. Its derivative is the spin-orbit torque
$$i[S_y,H_{so}]=i\xi\tau_y(iS_x)=-\xi\tau_yS_x .$$
With $\langle S_x\rangle=\tfrac12\sin\theta$ this becomes
$$D=-\tfrac{\xi}{2}\sin\theta\,\tau_y=\frac{\partial h}{\partial\theta}.$$

The projection drops terms that are smaller than the full torque, $\tfrac{\xi}{2}\sin\theta$, by a factor of order $\xi$ over the exchange splitting. Relative to the intraband element alone, which is the smaller one here, the leading one is $\omega$ over the exchange splitting, where $\omega$ is the band splitting. For the parameters of (c) and an exchange splitting of 0.5 hartree, diagonalizing the full four-state spin-orbital problem changes the magnitudes of the torque elements by at most 2.1% of the intraband one.

### From absorbed power to damping

Let $\theta(t)=\theta_0+a\cos\Omega t$. The perturbation is $aD\cos\Omega t$, and the golden rule gives the transition rate $2\pi(a/2)^2|D_{nm}|^2\delta(E_m-E_n-\Omega)$. Absorption minus emission carries the factor $f_n(1-f_m)-f_m(1-f_n)=f_n-f_m$, so the power is
$$P=\frac{\pi a^2\Omega}{2}\sum_{nm}|D_{nm}|^2(f_n-f_m)\,\delta(E_m-E_n-\Omega).$$

For small $\Omega$, $f_n-f_m\to\Omega(-f')$. Dividing by the mean square velocity $\overline{\dot\theta^2}=a^2\Omega^2/2$ gives the friction coefficient $\eta$. Now replace each sharp level by its spectral function. Treating the two spectral functions as independent is the neglect of vertex corrections:
$$\eta=\pi\sum_{k}\sum_{nm}|D_{nm}|^2\int dE\,(-f')A_n(E)A_m(E).$$
The sum is taken per cell. Terms with $n=m$ are intraband; terms with $n\neq m$ are interband.

For the magnetization, write
$$\dot{\mathbf m}=-\mathbf m\times\mathbf b+\mathbf m\times(\boldsymbol\alpha\dot{\mathbf m}),$$
where $\mathbf b$ is the constant field in frequency units, $\boldsymbol\alpha$ the damping tensor, and $-S\,\mathbf b\cdot\mathbf m$ the energy per cell for spin $S$ per cell. The sense of precession is that of an electron magnetization, which points opposite to the spin. Reversing the spin in $h$ to match would only change the signs of its $\tau_y$ term and of $D$, which leaves the damping unchanged. Taking $\mathbf m\times$ of both sides gives
$$\mathbf m\times\dot{\mathbf m}=\mathbf b_\perp-(\boldsymbol\alpha\dot{\mathbf m})_\perp ,$$
where $\perp$ means perpendicular to $\mathbf m$. The scalar product with $\dot{\mathbf m}$, which is itself perpendicular to $\mathbf m$, makes the left side vanish. Thus $\mathbf b\cdot\dot{\mathbf m}=\dot{\mathbf m}\cdot\boldsymbol\alpha\dot{\mathbf m}$, and the energy lost per unit time is $S\,\dot{\mathbf m}\cdot\boldsymbol\alpha\dot{\mathbf m}$.

Since $h$ does not depend on the azimuth of $\mathbf m$, azimuthal motion exerts no torque in this model, and only $\alpha_{\theta\theta}$ survives. This follows from leaving out $p_z$; a nearby $p_z$ band would damp the azimuthal motion as well, and would give damping at $\theta=0$. The loss is then $S\alpha_{\theta\theta}\dot\theta^2$, so
$$\alpha_{\theta\theta}=\eta/S .$$
In weakly damped circular precession on a small cone about an equilibrium direction at angle $\theta$, $\dot\theta^2$ averages to half of $\dot{\mathbf m}^2$, and the effective damping is $\alpha_{\theta\theta}/2$. Precession about $z$ at fixed $\theta$ has $\dot\theta=0$ and is not damped in this model.

### Matrix elements

Set $c=\xi|\cos\theta|$. Because different Pauli matrices anticommute, $h^2=(\delta^2+c^2)/4$. The levels are $\pm\omega/2$ with
$$\omega=\sqrt{\delta^2+c^2}.$$
In these eigenstates $\langle\tau_y\rangle=\pm\xi\cos\theta/\omega$. From $\tau_y^2=1$, the squared off-diagonal element is $1-c^2/\omega^2=\delta^2/\omega^2$. Therefore
$$t^2\equiv|D_{nn}|^2=\frac{\xi^2\sin^2\theta}{4}\frac{c^2}{\omega^2},\qquad
s^2\equiv|D_{12}|^2=\frac{\xi^2\sin^2\theta}{4}\frac{\delta^2}{\omega^2}.$$

### The two contributions

A parabolic band in two dimensions has a constant density of states $N$ per cell. The sum over $k$ becomes $N\int d\varepsilon_k$, whose lower limit may be moved to $-\infty$ because the band bottom is far away. Convolving the Lorentzians gives
$$\int A_nA_n\,d\varepsilon_k=\frac1{2\pi\Gamma},\qquad
\int A_1A_2\,d\varepsilon_k=\frac1\pi\frac{2\Gamma}{\omega^2+4\Gamma^2}.$$
Neither depends on $E$, so for $k_BT\ll E_F$ the thermal factor integrates to 1. There are two intraband terms and two interband terms, hence
$$\alpha_{\rm intra}=\frac NS\frac{t^2}{\Gamma},\qquad
\alpha_{\rm inter}=\frac NS\frac{4s^2\Gamma}{\omega^2+4\Gamma^2}.$$

The two bands hold $N(E_F-\omega/2)+N(E_F+\omega/2)=2NE_F$ electrons, each with spin $\tfrac12$. Thus $S=NE_F$ and $N/S=1/E_F$. This counts sharp levels; the Lorentzian tails change $S$ by a relative amount of order $\Gamma/(\pi E_F)$ times a logarithm of the bandwidth, which is neglected.

The intraband part is conductivity-like: it is proportional to the lifetime. The interband part is resistivity-like only for $\Gamma\ll\omega/2$. It peaks at $\Gamma=\omega/2$ and then falls, because the broadened levels already overlap and further broadening dilutes their spectral weight.

### The equal broadening

The ratio is
$$\frac{\alpha_{\rm inter}}{\alpha_{\rm intra}}=\frac{\delta^2}{c^2}\,\frac{4\Gamma^2}{\omega^2+4\Gamma^2}.$$
For $c>0$ and $\sin\theta\neq0$ it rises steadily from 0 towards $\delta^2/c^2$. It passes through 1 once if $c<\delta$, and never if $c\ge\delta$. Setting it to 1,
$$4\Gamma^2\delta^2=c^2\omega^2+4\Gamma^2c^2
\quad\Longrightarrow\quad
\boxed{\Gamma_*=\frac{\omega c}{2\sqrt{\delta^2-c^2}}},\qquad c<\delta .$$

For $c\ll\delta$ this tends to $\omega c/(2\delta)$, the value obtained by keeping only the linear part of $\alpha_{\rm inter}$. As $c\to\delta$, $\Gamma_*$ grows without bound and leaves the regime $\Gamma\ll E_F$ in which it was derived. At $\theta=90^\circ$ the intraband part vanishes, and at $\theta=0$ both parts do, so neither angle has a crossing.

A case without a crossing is $\xi=0.03$ hartree with the other parameters of (c). Then $c=0.015$ hartree exceeds $\delta$, and the ratio stays below $(0.010/0.015)^2=0.444$.

### Numbers

For the parameters of (c), $c=0.004\times0.5=0.002$ hartree and
$$\omega=\sqrt{0.010^2+0.002^2}=0.01020\ \text{hartree}.$$
The torque elements are $t=3.40\times10^{-4}$ and $s=1.70\times10^{-3}$ hartree. The equal broadening is
$$\Gamma_*=\frac{0.01020\times0.002}{2\sqrt{0.010^2-0.002^2}}=1.04\times10^{-3}\ \text{hartree}=28.3\ \text{meV},$$
which corresponds to a lifetime $1/(2\Gamma_*)=11.6$ fs. The linear estimate, $1.02\times10^{-3}$ hartree, is 2% lower. Each part contributes
$$\frac{t^2}{E_F\Gamma_*}=\frac{(3.397\times10^{-4})^2}{0.2\times1.041\times10^{-3}}=5.54\times10^{-4},$$
so $\alpha_{\theta\theta}=1.11\times10^{-3}$, and circular small-cone precession sees $5.5\times10^{-4}$. The orbit is circular only in a field well above the anisotropy field of the model. At fixed filling the band energy contains $-N\omega^2/4$, whose angular part per spin is $-\xi^2\cos^2\theta/(4E_F)$, so that field is $\xi^2/(2E_F)=4\times10^{-5}$ hartree, about 9 T. In weaker fields the orbit is elliptical and the share of $\dot\theta^2$ differs from one half.

| $\Gamma$ (hartree) | $10^4\alpha_{\rm intra}$ | $10^4\alpha_{\rm inter}$ | $10^4\alpha_{\theta\theta}$ |
|---|---|---|---|
| 0.0003 | 19.2 | 1.66 | 20.9 |
| 0.001 | 5.77 | 5.34 | 11.1 |
| 0.005 | 1.15 | 14.1 | 15.3 |
| 0.02 | 0.288 | 6.77 | 7.06 |

The last row lies beyond the interband peak at $\omega/2=0.0051$ hartree: both parts are falling there.

The crossing also moves with the magnetization. It lies at $1.95\times10^{-3}$ hartree for $\theta=30^\circ$ and at $5.2\times10^{-4}$ hartree for $75^\circ$, because turning $\mathbf m$ towards the plane reduces $c$ and with it the intraband torque relative to the interband one.

## Variation 1: is the total damping smallest at the crossing?

For a sum $a/\Gamma+b\Gamma$ it would be. Here put $x=2\Gamma/\omega$ and $r=t^2/s^2=c^2/\delta^2$. Then
$$\alpha_{\theta\theta}=\frac{2s^2}{E_F\,\omega}\left[\frac rx+\frac{x}{1+x^2}\right].$$
The derivative of the bracket is
$$-\frac r{x^2}+\frac{1-x^2}{(1+x^2)^2}.$$
With $y=x^2$ it has the sign of $y(1-y)-r(1+y)^2$, which vanishes when
$$(1+r)y^2-(1-2r)y+r=0,\qquad
y_\pm=\frac{1-2r\pm\sqrt{1-8r}}{2(1+r)}.$$

For $r<1/8$ both roots are positive and the derivative is positive between them. So $y_-$ is a local minimum and $y_+$ a local maximum. For $r>1/8$ the total falls at every $\Gamma$.

In the example $r=0.04$. The minimum is at $\Gamma=1.09\times10^{-3}$ hartree, 5% above the crossing, and the maximum is at $4.67\times10^{-3}$ hartree. The shift arises because the interband part grows more slowly than $\Gamma$. Its logarithmic slope is $(1-y)/(1+y)$, and at the crossing $y=r/(1-r)$, so the slope is $1-2r=0.92$. The intraband part, with slope $-1$, still wins there.

With $\xi=0.008$ hartree instead, $r=0.16$: the parts are equal at $2.35\times10^{-3}$ hartree, but the total has no minimum.

## Variation 2: damping as a lag of the electrons

Suppose the orbital density matrix $\rho$ at each $k$ relaxes at the rate $2\Gamma$ to its equilibrium for the present $\theta$:
$$\dot\rho=-i[h,\rho]-2\Gamma(\rho-\rho_{\rm eq}).$$
Define $R=\sum_k[\rho-f(\varepsilon_k)]$ per cell. For a constant density of states, shifting a level by $e$ changes its summed occupation by $-Ne$, so $R_{\rm eq}=-Nh$. Write $R=-Nh+\Lambda$. To first order in $\dot\theta$, $\dot R=-N\dot\theta D$, and
$$-N\dot\theta D=-i[h,\Lambda]-2\Gamma\Lambda
\quad\Longrightarrow\quad
\Lambda_{nm}=\frac{N\dot\theta D_{nm}}{2\Gamma+i(e_n-e_m)},$$
where $e_n=\pm\omega/2$. The dissipated power is $\dot\theta\,{\rm Tr}(D\Lambda)=\eta\dot\theta^2$, with
$$\eta=N\left[\frac{2t^2}{2\Gamma}+\frac{2s^2\,(2\Gamma)}{4\Gamma^2+\omega^2}\right].$$
These are the two parts found in (a). Intraband damping is the lag of the band populations as the levels move. Interband damping is the lag of the coherence between the bands.

The derivation also shows what $\Gamma$ must represent. A scattering potential that acts equally on both orbitals commutes with every $\tau_i$ and cannot relax $R$. For such scattering the neglected vertex corrections are essential, and $\Gamma$ cannot be taken from the level width alone. The same holds for potentials that are diagonal and independent on $p_x$ and $p_y$, which leave the $\tau_z$ part of $R$ unrelaxed. All parts of $R$ relax at the common rate $2\Gamma$ when the scattering has uncorrelated components along $1,\tau_x,\tau_y,\tau_z$ of equal strength.
